Zero-temperature current of a quantum-point-contact filament, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the constriction to the current integral

A filamentary memristor stores its state in a thin conducting path through an oxide. In the quantum-point-contact model the narrowest place of that path is a constriction between two electron reservoirs, L on the left and R on the right. Motion across the filament is quantized there, and each transverse state with its two spin directions forms one channel. The narrower the filament, the higher the lowest energy that a channel allows. Along the filament axis x, this subband edge acts as a potential barrier U(x).

This problem treats one channel. Electrons have a constant effective mass m, pass the constriction without losing energy, and do not change channel. Energies are measured from the equilibrium Fermi level. The barrier is an inverted parabola whose top, at x = 0, has energy Φ. For Φ > 0 its thickness at the Fermi level is t_B.

The elementary charge e is positive. The signed bias V enters through the energy w = eV, which moves the electrochemical potentials of the electrons to

μ_L = βw, μ_R = −(1−β)w, with 0 ≤ β ≤ 1.

Their difference is μ_L − μ_R = w. The fraction β says how the bias is divided between the two sides of the barrier top, whose energy is held at Φ. The current I is counted positive when the net flow of electrons runs from L to R. Positive V therefore means that the left contact is electrically negative, and the conventional electric current then runs from right to left.

Units are eV, nm, V and A. The letter T denotes transmission, and Θ will denote temperature.

### (a) The curvature of the barrier

Write the barrier as U(x) = Φ − ½mω²x². For Φ > 0, express ω through Φ, t_B and m. What remains of the description when Φ ≤ 0?

**Solution.** A smooth maximum has no linear term in its Taylor expansion. Unless the second derivative also vanishes there, its leading variation is quadratic and negative. The parabola is thus the natural local form of the subband edge. Using it far from the top is an additional assumption.

The barrier meets the Fermi level at the two ends of the thickness t_B, which lie at x = ±t_B/2 by symmetry. The condition U(±t_B/2) = 0 gives

Φ − ½mω²(t_B/2)² = 0,

mω²t_B²/8 = Φ,

ω² = 8Φ/(m t_B²).

With the positive root,

ω = (2/t_B)√(2Φ/m).

The same barrier can be written U(x) = Φ(1 − 4x²/t_B²), because ½mω² = 4Φ/t_B². The quantity ω is the rate at which a classical particle moves exponentially away from the unstable top. It is not an oscillation frequency, although it enters the equation as one would.

When Φ is negative, the whole barrier lies below the Fermi level and there are no points where U = 0. A thickness at that level no longer exists. At Φ = 0 the two points merge, and the relation above no longer fixes ω. The curvature ω still has a meaning in both cases, but must be given as an independent parameter.

### (b) Waves far from the barrier

Put the Schrödinger equation for this barrier into dimensionless form. Find the leading form of its waves at large distance, decide which way each travels, and find the particle flux that each carries.

**Solution.** The equation is

−(ħ²/2m) d²ψ/dx² + (Φ − ½mω²x²)ψ = Eψ.

Define the dimensionless position and energy

ξ = x√(mω/ħ), ε = (E − Φ)/(ħω).

Then d²/dx² = (mω/ħ) d²/dξ², so the kinetic term becomes −½ħω d²ψ/dξ². The quadratic term becomes −½ħωξ²ψ. Moving Eψ to the left, dividing by ħω and multiplying by −2 gives

ψ″ + (ξ² + 2ε)ψ = 0,

where primes denote derivatives with respect to ξ. The equation contains the single parameter ε, which is negative below the barrier top and positive above it.

For large ξ > 0, try ψ = ξ^s exp(iξ²/2). The first derivative is

ψ′ = (s/ξ + iξ)ψ.

A second differentiation gives

ψ″ = [(s/ξ + iξ)² − s/ξ² + i]ψ

= [−ξ² + i(2s + 1) + (s² − s)/ξ²]ψ.

The last term vanishes at large distance. The equation requires the remaining bracket to equal −ξ² − 2ε, so

i(2s + 1) = −2ε, hence s = −½ + iε.

Complex conjugation gives the second wave. The two forms are

|ξ|^(−½+iε) exp(iξ²/2), |ξ|^(−½−iε) exp(−iξ²/2).

Since the equation is even in ξ, they hold on both sides.

The direction of travel follows from the local wavenumber, which is the derivative of the phase. For exp(iξ²/2) it is ξ, to leading order. This wave travels to the right on the right side and to the left on the left side, so it moves away from the barrier on both sides. The wave exp(−iξ²/2) has local wavenumber −ξ and moves towards the barrier on both sides.

The particle flux is proportional to

J = Im(ψ*ψ′).

Its derivative is Im(ψ*ψ″), because ψ*′ψ′ is real. The wave equation gives ψ*ψ″ = −(ξ² + 2ε)|ψ|², which is also real. Hence J is the same at every ξ.

A wave with amplitude A times one of the above forms has |ψ|² = |A|²/|ξ| and local wavenumber ±ξ. Its flux therefore has magnitude |A|². The factor |ξ|^(−½) compensates for the growing speed of the particle as it runs down the parabola.

On the left, an incident wave p and a reflected wave q occur together. At ξ = −a, with a large, ψ = p + q and ψ′ = ia(p − q) to leading order. Thus

J = a Re[(p* + q*)(p − q)] = a(|p|² − |q|²),

since q*p − p*q is purely imaginary. The two fluxes subtract without an interference term. Transmission and reflection probabilities can now be read from squared amplitudes.

### (c) The solution with a wave incident from the left

Show that

ψ(ξ) = ∫ s^(−½−iε) exp[i(ξ²/2 + √2 ξs + s²/2)] ds

solves the wave equation when s runs from 0 to infinity along the ray with argument π/4. Find its form far to the right and far to the left.

**Solution.** Call the integrand g. Along the chosen ray s² = i|s|², so exp(is²/2) decays as exp(−|s|²/2), and the integral converges at infinity. At s = 0 the singularity |s|^(−½) is integrable.

Differentiating twice with respect to ξ multiplies g by i − (ξ + √2 s)². Consequently

ψ″ + (ξ² + 2ε)ψ = ∫ [i + 2ε − 2√2 ξs − 2s²] g ds.

The bracket is tied to a total derivative. Indeed,

d(sg)/ds = [1 − ½ − iε + is(√2 ξ + s)] g

= [½ − iε + i√2 ξs + is²] g.

Multiplication by 2i turns the last bracket into i + 2ε − 2√2 ξs − 2s². The integral is therefore 2i times the change of sg between the ends of the path. At the lower end sg vanishes as s^½, and at the upper end it vanishes through the Gaussian. The wave equation is satisfied.

**Far to the right.** Let ξ be large and positive, and substitute s = u/(√2 ξ). The factor exp(is²/2) becomes exp[iu²/(4ξ²)], which tends to 1. What remains is

exp(iξ²/2) (√2 ξ)^(−½+iε) ∫ u^(−½−iε) exp(iu) du.

Turn the path to the positive imaginary axis, u = iv, where exp(iu) = exp(−v). No singularity is crossed and the distant arc contributes nothing. The integral becomes i^(½−iε) Γ(½−iε), where Γ is the gamma function. With i = exp(iπ/2),

i^(½−iε) = exp(iπ/4) exp(πε/2).

Writing C = Γ(½−iε), the right-hand form is

ψ → C exp(iπ/4) exp(πε/2) (√2 ξ)^(−½+iε) exp(iξ²/2).

It contains the outgoing wave alone, as required when nothing arrives from the right.

**Far to the left.** Let ξ = −a with a large and positive. The s-dependent exponent is now i(s²/2 − √2 as), which is stationary at s₀ = √2 a. Replace the ray by two straight pieces. The first runs from 0 to −i√2 a. The second is the line s = s₀ + exp(iπ/4)q, with q running from −2a to infinity. It starts where the first piece ends, because

√2 a − 2a exp(iπ/4) = √2 a − √2 a(1 + i) = −i√2 a.

The pieces and the original ray have the same direction at infinity, and the region between them contains no singularity.

On the first piece s = −iv, and exp(−i√2 as) = exp(−√2 av). For large a small v dominates, and exp(is²/2) = exp(−iv²/2) may be replaced by 1. The contribution to the s-integral is

(−i)^(½−iε) C (√2 a)^(−½+iε),

with (−i)^(½−iε) = exp(−iπ/4) exp(−πε/2).

On the second piece, completing the square gives

i(s²/2 − √2 as) = i(s − s₀)²/2 − ia² = −q²/2 − ia².

The Gaussian confines q to values of order one, while s₀ grows without limit, so the power of s can be evaluated at s₀. The start of the line is suppressed by exp(−2a²). With ds = exp(iπ/4) dq, the contribution is

√(2π) exp(iπ/4) (√2 a)^(−½−iε) exp(−ia²).

Restoring the common factor exp(iξ²/2) = exp(ia²/2), the left-hand form is

ψ → √(2π) exp(iπ/4) (√2 a)^(−½−iε) exp(−ia²/2)

+ C exp(−iπ/4) exp(−πε/2) (√2 a)^(−½+iε) exp(ia²/2).

The first term is the incident wave and the second the reflected one.

### (d) The transmission and its energy scale

Find T(E), and write it with a parameter α of dimension inverse energy. Express α through the barrier parameters. Evaluate α and T(0) for Φ = 1.0 eV, t_B = 1.0 nm and m = 0.4 m_e, where m_e is the free-electron mass.

**Solution.** All three waves contain the same power of √2, which cancels from flux ratios. The reflected flux divided by the transmitted flux is

(1 − T)/T = exp(−πε)/exp(πε) = exp(−2πε).

The left side uses the conservation of J. Solving for T,

T = 1/[1 + exp(−2πε)].

With ε = (E − Φ)/(ħω), this becomes

T(E) = 1/{1 + exp[−α(E − Φ)]}, α = 2π/(ħω).

For Φ > 0, inserting ω from part (a) gives

α = (2π/ħ)(t_B/2)√(m/2Φ) = (πt_B/ħ)√(m/2Φ).

At the barrier top T = ½, so half of the flux is reflected at the energy that separates classical reflection from classical passage. The step is gradual over an energy range of order 1/α. A thicker barrier or a heavier mass makes it sharper. If t_B and m are held fixed while Φ changes, α varies as Φ^(−½), whereas the exponent αΦ, which governs T(0), grows as Φ^½.

For the given mass ħ²/(2m) = 0.09525 eV nm². Substituting this into the formula for α,

α = πt_B/[2√(Φħ²/2m)]

= 3.1416/(2 × 0.3086) eV⁻¹ = 5.09 eV⁻¹.

Thus αΦ = 5.09 and

T(0) = 1/(1 + e^5.09) = 0.0061.

A direct numerical integration of the wave equation at E = −0.3, 0, 0.4, 1.0 and 1.3 eV reproduced T(E) with a largest relative difference of 1.3 × 10⁻⁵.

### (e) From transmission to current

Derive the current integral at zero temperature, including its prefactor and limits.

**Solution.** Let each reservoir feed the channel through a long uniform lead of length ℓ, without reflection at the reservoir. In the left lead the states moving right have wavenumbers separated by 2π/ℓ. Each carries the current ev/ℓ, where v is the speed, and a fraction T of it crosses the barrier. With two spin directions and occupation f_L, the contribution from L is

2e ∫ (dk/2π) v T f_L.

Since v = (1/ħ)dE/dk, the speed cancels the density of states:

2e (dk/2π) v = 2e dE/(2πħ) = (2e/h) dE.

The reservoir R gives the same expression with f_R and opposite sign. Its electrons meet the same T. For this even barrier that follows from mirror symmetry, but an uneven barrier in a single channel also transmits equally in both directions at a given energy. Therefore

I = (2e/h) ∫ T(E)(f_L − f_R) dE.

At zero temperature each occupation is 1 below its electrochemical potential and 0 above. For V > 0 the difference is 1 between μ_R and μ_L and vanishes elsewhere. For V < 0 it is −1 between them, which the reversed order of the limits supplies. In both cases

I = (2e/h) ∫ T(E) dE, from E = −(1−β)w to E = βw.

Two conditions enter here. The band floors of both leads must lie below the window, or some of the counted states would not exist. The leads must also join the barrier so smoothly that the joints reflect little, since T was found for a parabola that continues without end. The effect of an abrupt joint is estimated in part (j).

## Second half: the current formula and its use

The transmission of the parabolic barrier is T(E) = 1/{1 + exp[−α(E−Φ)]}. Here Φ is the height of its top above the equilibrium Fermi level. For Φ > 0, α = (πt_B/ħ)√(m/2Φ), with thickness t_B and effective mass m. The bias energy is w = eV, and the fraction β divides it into μ_L = βw and μ_R = −(1−β)w. At zero temperature the current is (2e/h) times the integral of T from μ_R to μ_L. In what follows G₀ = 2e²/h = 77.48 μS.

We have derived the transmission of the parabolic barrier and the zero-temperature current as an integral of it over the bias window. It remains to carry out that integral, examine its limits and temperature dependence, and apply it to a hafnium-oxide-like example with estimates of the neglected effects.

All numerical values are calculated from the stated model.
